# Tunnel conductance change from a piezoelectric thickness difference

**Question**

A ferroelectric tunnel junction has two polarization states. Its insulating film is modelled as a rectangular barrier of height $\phi=2$ eV above the Fermi level, with effective mass $m=0.2\,m_e$, where $m_e$ is the free-electron mass. The film is $d=2.00$ nm thick in one state and $d+\Delta=2.01$ nm thick in the other, so that $\Delta=0.01$ nm is the total difference. Barrier height, mass, electrodes, junction area and voltage are the same in both states.

Use $2m_e/\hbar^2=26.247\ \mathrm{eV^{-1}\,nm^{-2}}$ and $2e^2/h=77.48\ \mathrm{\mu S}$.

(a) Find the low-bias WKB conductance of one channel in each state, and the relative change between them.

(b) WKB in its exponential form omits the matching of the wave at the two faces. Does this omission matter for the answer to (a)?

(c) How does the answer change for a wide junction, in which electrons also arrive at oblique incidence?

(d) What change of barrier height, at fixed thickness, would have the same effect?

(e) Is a piezoelectric difference of 0.01 nm realistic for a hafnia film with a piezoelectric coefficient of rough magnitude 5 pm/V?

**Answer to (a)**

Take an electron at the Fermi level moving along the barrier normal $x$. Inside the barrier its energy lies $\phi$ below the potential, so the Schrödinger equation reads

$$-\frac{\hbar^2}{2m}\psi''+\phi\,\psi=0,\qquad\text{or}\qquad \psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}.$$

Write $\psi=e^{-W(x)}$. Then $\psi''=(W'^2-W'')\psi$, and the equation becomes $W'^2-W''=\kappa^2$. The leading WKB approximation drops $W''$, which gives $W'=\kappa$ for the decaying wave. In a flat barrier $W''$ vanishes exactly for the pure decaying wave; it does not vanish near the exit face, where a reflected growing wave is added, as treated in (b). The amplitude falls by $e^{-\kappa d}$ across the film, and the transmission probability goes as its square:

$$T=e^{-2\kappa d}.$$

At low bias and low temperature, one channel with two spin directions has conductance $G=(2e^2/h)\,T$. Dividing the two states gives

$$\frac{G(d)}{G(d+\Delta)}=\frac{e^{-2\kappa d}}{e^{-2\kappa(d+\Delta)}}=e^{2\kappa\Delta}.$$

The thickness $d$ has cancelled. It sets the size of each conductance but not their ratio.

The decay constant is

$$\kappa=\sqrt{26.247\times0.2\times2}\ \mathrm{nm^{-1}}=3.240\ \mathrm{nm^{-1}}.$$

With $2\kappa d=12.961$, the thin state has $T=2.351\times10^{-6}$, and the conductances are

$$G(2.00\ \mathrm{nm})=182.15\ \mathrm{pS},\qquad G(2.01\ \mathrm{nm})=170.72\ \mathrm{pS}.$$

These digits use unrounded constants; the rounded values given in the question yield 182.14 and 170.71 pS. The digits are kept so that the small difference survives. The exponent difference is $2\kappa\Delta=2\times3.240\times0.01=0.0648$, so

$$\frac{G(d)}{G(d+\Delta)}=e^{0.0648}=1.067.$$

The thin state conducts 6.7 % better than the thick one. Taken relative to the thin state, the thick one conducts $1-e^{-0.0648}=6.3$ % less. The two percentages describe the same ratio, so the reference state must be named. For $2\kappa\Delta\ll1$ both tend to $2\kappa\Delta$, here 6.5 %.

The result depends on the material through $\kappa\propto\sqrt{m\phi}$. With the free-electron mass in the same barrier, the exponent difference would be $\sqrt5\times0.0648=0.145$, and the thin state would conduct about 16 % better. The small effective mass therefore weakens the effect of thickness.

**Answer to (b)**

Let the electrodes be identical metals with free-electron mass and wavenumber $k$ at the Fermi level. At each face $\psi$ and $\psi'/m$ are continuous, which keeps the particle current continuous as well. Define

$$a=k,\qquad b=\frac{\kappa}{m/m_e}.$$

At the entry face, $x=0$, the wave outside is $e^{ikx}+re^{-ikx}$. For a thick barrier the wave inside is $Ae^{-\kappa x}$, since the growing wave reflected from the far face is there smaller by a factor of order $e^{-2\kappa d}$. Continuity gives

$$1+r=A,\qquad ia(1-r)=-bA\ \Rightarrow\ 1-r=\frac{ib}{a}A.$$

Adding these removes $r$:

$$2=A\left(1+\frac{ib}{a}\right)\ \Rightarrow\ A=\frac{2a}{a+ib}.$$

At the exit face, $x=d$, the arriving wave has amplitude $C=Ae^{-\kappa d}$, the reflected one $B$ and the transmitted one $t$. Continuity gives

$$C+B=t,\qquad b(B-C)=iat\ \Rightarrow\ B-C=\frac{ia}{b}t.$$

Subtracting the second from the first removes $B$:

$$2C=t\left(1-\frac{ia}{b}\right)\ \Rightarrow\ t=\frac{2b}{b-ia}\,C.$$

The electrodes are equal, so $T=|t|^2$:

$$T=\frac{4b^2}{a^2+b^2}\,\frac{4a^2}{a^2+b^2}\,e^{-2\kappa d}=F\,e^{-2\kappa d},\qquad F=\frac{16a^2b^2}{(a^2+b^2)^2}.$$

For an electrode Fermi energy of 5 eV, $a=11.456\ \mathrm{nm^{-1}}$ and $b=3.240/0.2=16.20\ \mathrm{nm^{-1}}$, so $F=3.56$. The omission matters for the absolute conductance, which is 3.56 times the value in (a). It does not matter for the ratio at this order, because $F$ does not contain $d$.

Numerical integration of the full wave equation, with all internal reflections, tests this. For the same $\Delta$ it gives conductance ratios of 1.06679, 1.06695 and 1.06695 at $d=1$, 2 and 3 nm, against $e^{2\kappa\Delta}=1.06695$. The small departure at 1 nm is where the neglected factor $e^{-2\kappa d}$ is largest, about 0.0015. The simple ratio needs $2\kappa d\gg1$ and loses its basis for very thin films or for energies close to the barrier top.

**Answer to (c)**

Assume smooth interfaces, so that the wavevector $k_\parallel$ along the film is conserved, and an isotropic barrier mass. At fixed total energy, motion along the film leaves less energy for motion across it, and the decay constant $q$ obeys

$$\frac{\hbar^2q^2}{2m}=\phi+\frac{\hbar^2k_\parallel^2}{2m}\ \Rightarrow\ q^2=\kappa^2+k_\parallel^2.$$

Sum the WKB transmission over $k_\parallel$, leaving out the matching factor. Since $d^2k_\parallel=2\pi k_\parallel\,dk_\parallel$ and $k_\parallel\,dk_\parallel=q\,dq$, the conductance per area $\mathcal A$ is

$$\frac{G}{\mathcal A}=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,e^{-2qd}=\frac{e^2}{\pi h}\int_\kappa^\infty q\,e^{-2qd}\,dq.$$

The upper limit may be infinite because the integrand is negligible well before $k_\parallel$ reaches the electrode's Fermi wavevector. Integration by parts gives

$$\int_\kappa^\infty q\,e^{-2qd}\,dq=\frac{\kappa}{2d}e^{-2\kappa d}+\frac{1}{2d}\int_\kappa^\infty e^{-2qd}\,dq=e^{-2\kappa d}\left(\frac{\kappa}{2d}+\frac{1}{4d^2}\right).$$

The bracket is $0.8726\ \mathrm{nm^{-2}}$ at 2.00 nm and $0.8679\ \mathrm{nm^{-2}}$ at 2.01 nm. Their ratio, 1.0054, multiplies the earlier ratio, 1.0669 to four decimals, to give 1.0727. The thin state now conducts 7.3 % better than the thick one. The matching factor depends on $k_\parallel$ and so does not cancel exactly here; including it for the 5 eV electrode of (b) gives 7.2 %. The extra half per cent arises because a thinner barrier also lets through a wider range of angles. This part does depend on $d$. It is roughly $\Delta/d$, so compared with the main effect $2\kappa\Delta$ it loses weight as the film gets thicker.

**Answer to (d)**

Let the height of the thin barrier rise by $\delta\phi$ until its WKB exponent equals that of the thick one. Since $\kappa\propto\sqrt\phi$,

$$d\sqrt{\phi+\delta\phi}=(d+\Delta)\sqrt\phi\ \Rightarrow\ \delta\phi=\phi\left[\left(1+\frac{\Delta}{d}\right)^2-1\right]\approx\frac{2\phi\Delta}{d}.$$

This gives $\delta\phi=0.020$ eV, one per cent of the barrier height. The full wave equation gives 0.019 eV. The reason is that $F$ also depends on height:

$$\frac{d\ln F}{d\ln b}=2-\frac{4b^2}{a^2+b^2}=\frac{2(a^2-b^2)}{a^2+b^2},$$

which is negative here because $b>a$. Raising the barrier thus lowers $F$ as well, and a slightly smaller rise suffices. For $a>b$, which here means an electrode Fermi energy above 10 eV, the correction has the opposite sign.

For comparison, a height difference of 0.1 eV at fixed thickness changes the WKB conductance by a factor of 1.38. In this model, a modest change of barrier height outweighs the whole piezoelectric thickness effect.

**Answer to (e)**

In the linear piezoelectric effect the strain is $d_{33}V/d$, so the thickness changes by $d_{33}V$, whatever the value of $d$. Reversing the polarization reverses the sign of $d_{33}$. If the two states have equal thickness at zero voltage, then at the same voltage $V$ they differ by

$$\Delta=2|d_{33}|V.$$

A difference of 0.01 nm, or 10 pm, needs $V=10/(2\times5)=1$ V. Across 2 nm this is a field of 5 MV/cm, equal to a rough breakdown field for such a film. It also exceeds coercive fields of 1 to 2 MV/cm, which are rough values for thicker films, so one of the two states may switch during the measurement. At a gentler read voltage of 0.1 V, $\Delta$ is 0.001 nm and the change in $I/V$ is 0.65 %. Because $\Delta$ itself grows with $V$, the differential conductance $dI/dV$ differs by about twice as much, 1.3 %. The stated 0.01 nm is therefore about ten times too large for a low-voltage reading with this coefficient.

At 1 V the barrier is no longer flat either. For an electron at the emitter's Fermi level its height falls linearly from 2 eV to 1 eV, and the mean decay constant is

$$\bar\kappa=\kappa\int_0^1\sqrt{1-\frac{s}{2}}\;ds=\frac{4\kappa}{3}\left[1-\left(\frac12\right)^{3/2}\right]=0.862\,\kappa.$$

At fixed voltage the transmission advantage of the thin state at this one energy becomes $e^{0.862\times0.0648}-1=5.7$ %. The current also carries electrons from up to 1 eV lower, which see a higher barrier; summed over that window with the full wave equation, the single-channel current differs by 6.2 %.

The barrier parameters and the 2 nm thickness are rough values in the regime of thin hafnia junctions. Other simplifications can be sized one at a time, each for a single channel and with the thick state as reference:

- Thermal spread at 300 K leaves the change at 6.7 %.
- Image forces, with a rough optical permittivity of 4, lower the barrier centre by 0.125 eV and reduce the change to 6.5 %.
- If 0.2 is a band-edge mass and the band gap is roughly 6 eV, two-band dispersion multiplies $\kappa$ by $\sqrt{1-2/6}=0.816$, and the change is 5.4 %. A mass fitted to tunnelling data may already contain part of this reduction.

The assumption that the barrier height stays fixed can also fail in a real device, since reversing the polarization between unlike electrodes also shifts the average electrostatic potential in the film. By the estimate in (d), a 0.1 eV shift would change the conductance by a factor of 1.38, against 1.067 for the thickness difference of 0.01 nm. The strain itself, $\Delta/d=0.5$ %, also shifts the band edge. An illustrative deformation potential of $\pm4$ eV would move the barrier by $\pm0.02$ eV, the equivalent shift found in (d), and would raise the change to about 14 % or cancel it. The thickness-only result is therefore one part of the piezoelectric effect in a real film, not all of it. Traps and roughness add further current paths that this model does not describe. The main values are collected in the numerical output below.

## Numbers as computed

```
Barrier height: 2.00 eV
Tunnelling mass: 0.20 electron masses
Thickness difference: 0.010 nm
Thin-state thickness: 2.00 nm
Thick-state thickness: 2.01 nm
2 m_e/hbar^2: 26.2468 1/(eV nm^2)
Decay constant kappa: 3.2402 1/nm
Thin-state exponent 2 kappa d: 12.9607
Exponent difference 2 kappa delta: 0.06480
WKB transmission, thin state: 2.3509e-06
Conductance quantum 2e^2/h: 77.481 uS
WKB channel conductance, thin: 182.15 pS
WKB channel conductance, thick: 170.72 pS
Conductance ratio thin/thick: 1.06695
Thin relative to thick: +6.69 %
Thick relative to thin: -6.27 %
Linear estimate of change: 6.48 %
Electrode Fermi energy: 5.0 eV
Electrode wavevector: 11.456 1/nm
Matching prefactor F: 3.556
Full-wave transmission, thin state: 8.3588e-06
Full-wave ratio at d = 1 nm: 1.066790
Full-wave ratio at d = 2 nm: 1.066949
Full-wave ratio at d = 3 nm: 1.066949
Thin relative to thick, one effect added at a time:
  transverse sum: +7.27 %
  thermal spread at 300 K: +6.68 %
  image force, permittivity 4: +6.54 %
  tilt at 1.00 V: +5.74 %
  two-band dispersion, gap 6 eV: +5.43 %
Image lowering at barrier centre: 0.125 eV
Equivalent height change, WKB: 0.02005 eV
Equivalent height change, full wave: 0.01906 eV
WKB ratio for 0.1 eV height change: 1.377
Piezoelectric coefficient, rough: 5.0 pm/V
Voltage needed for thickness difference: 1.00 V
Field at that voltage: 5.00 MV/cm
Breakdown field, rough: 5.0 MV/cm
Needed field / breakdown field: 1.00
Read voltage: 0.10 V
Thickness difference at read voltage: 0.0010 nm
Conductance change at read voltage: +0.65 %
```
